# Least-squares vibrational scaling factors for fundamentals and zero-point energies, part 1

(Sections cited here and not found follow in the second part.)

## First half: the objectives and what separates them

Q: An inexpensive electronic-structure method gives me harmonic wavenumbers, and I am told to multiply them all by one number before using them in thermochemistry. What is that number supposed to achieve?

A: It should bring the computed values as close as possible to reference values, so we must say which reference values and what "close" means. Let $\omega_i$ be the computed harmonic wavenumber of mode $i$, and $\nu_i$ the reference fundamental, which is the spacing between the ground level and the level with one quantum in that mode. I take the sum of squared errors, each mode counting equally:

$$S_F(\lambda)=\sum_i(\lambda\omega_i-\nu_i)^2 .$$

In the formulas $\hbar=1$, so the same symbol serves for a frequency and for its energy quantum. Numbers will be quoted as wavenumbers in cm$^{-1}$.

Q: Setting a derivative to zero finds a stationary point. Why is it the minimum, and why is there just one?

A: Expand the square and collect powers of $\lambda$. With $A=\sum_i\omega_i^2$, $B=\sum_i\omega_i\nu_i$ and $C_0=\sum_i\nu_i^2$,

$$S_F=A\lambda^2-2B\lambda+C_0 .$$

Now add and subtract $B^2/A$ to complete the square:

$$S_F=A\left(\lambda-\frac{B}{A}\right)^2+C_0-\frac{B^2}{A}.$$

Since $A>0$, the first term is smallest, namely zero, at one value of $\lambda$:

$$\boxed{\lambda_F=\frac{\sum_i\omega_i\nu_i}{\sum_i\omega_i^2}}$$

The same line gives the cost of using another factor:

$$S_F(\lambda)=S_F(\lambda_F)+(\lambda-\lambda_F)^2\sum_i\omega_i^2 .$$

Q: You let every mode count equally. Does the formula not favour the high wavenumbers all the same?

A: It does. Write $\nu_i=(\nu_i/\omega_i)\,\omega_i$ in the numerator. Then $\lambda_F$ is the average of the ratios $\nu_i/\omega_i$ with weights $\omega_i^2$. Equal weight was given to errors in cm$^{-1}$, and a given error of the factor makes a larger absolute error in a stiff mode. Minimising $\sum_i(\lambda-\nu_i/\omega_i)^2$, the squared error relative to $\omega_i$, would give the plain mean of the ratios. The factor thus belongs to the objective as well as to the data.

Q: Thermochemistry needs the zero-point energy. If the factor mends the wavenumbers, it must mend half their sum too.

A: That would follow if the zero-point energy were half the sum of the fundamentals. In general it is not, when the potential is anharmonic. Let us first state the second objective. For molecule $m$ let

$$z_m=\frac12\sum_{i\in m}\omega_i$$

be the computed harmonic zero-point energy, and $E_m$ the reference one, measured from the minimum of the reference potential. We minimise $S_Z(\lambda)=\sum_m(\lambda z_m-E_m)^2$. This is the previous problem with $\omega_i\to z_m$ and $\nu_i\to E_m$, so

$$\boxed{\lambda_Z=\frac{\sum_m z_mE_m}{\sum_m z_m^2}}$$

with the corresponding cost $(\lambda-\lambda_Z)^2\sum_mz_m^2$ for a different factor.

Q: Then show me, for one mode, how anharmonicity enters the two targets.

A: Take a nonrotating diatomic on the reference potential. Let $\Omega$ be the harmonic frequency of that potential, to be kept apart from the computed $\omega$. With reduced mass $\mu$, equilibrium distance $r_e$ and length $\ell=1/\sqrt{\mu\Omega}$, set $q=(r-r_e)/\ell$. To fourth order in $q$ the Hamiltonian is

$$H=\frac{\Omega}{2}(p^2+q^2)+\alpha q^3+\beta q^4,\qquad \alpha=\frac{V'''\ell^3}{6},\quad \beta=\frac{V''''\ell^4}{24}.$$

Each further derivative brings one more factor of $\ell$ divided by the length over which the potential changes shape. If that quotient is small, $\beta$ in first order and $\alpha$ in second order have the same size. We keep both and stop there. The cubic term gives nothing in first order, because $q^3$ is odd and the density of a harmonic state is even.

For the quartic term use $q=(a+a^\dagger)/\sqrt2$, which gives

$$q^2|n\rangle=\frac12\left[\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle\right].$$

The diagonal element of $q^4$ is the squared norm of this vector:

$$\langle q^4\rangle=\frac14\left[n^2-n+(2n+1)^2+n^2+3n+2\right]=\frac{6n^2+6n+3}{4}.$$

With $N=n+\frac12$ we have $n^2+n=N^2-\frac14$, so $\langle q^4\rangle=\frac32N^2+\frac38$.

Q: The second-order sum has upward and downward transitions. Please do not skip their signs.

A: Acting once more with $q$ gives the upward elements

$$\langle n+3|q^3|n\rangle=\frac{\sqrt{(n+1)(n+2)(n+3)}}{2\sqrt2},$$

$$\langle n+1|q^3|n\rangle=\frac{\sqrt{n+1}\,[(2n+1)+(n+2)]}{2\sqrt2}=\frac{3(n+1)^{3/2}}{2\sqrt2}.$$

The downward elements follow because $q^3$ is Hermitian: replace $n$ by $n-3$ in the first and by $n-1$ in the second. The denominators $E_n-E_k$ are $-3\Omega$ and $-\Omega$ upwards, $+3\Omega$ and $+\Omega$ downwards. Hence

$$\Delta E=-\frac{\alpha^2}{8\Omega}\left[\frac{(n+1)(n+2)(n+3)-n(n-1)(n-2)}{3}+9\{(n+1)^3-n^3\}\right].$$

The first fraction is $(9n^2+9n+6)/3=3n^2+3n+2$. The second part is $27n^2+27n+9$. Their sum is $30n^2+30n+11=30N^2+\frac72$, so

$$\Delta E=-\frac{\alpha^2}{\Omega}\left(\frac{15}{4}N^2+\frac{7}{16}\right).$$

Adding the quartic part gives the levels

$$G(n)=G_0+\Omega N+xN^2,$$

$$x=-\frac{15\alpha^2}{4\Omega}+\frac{3\beta}{2},\qquad G_0=-\frac{7\alpha^2}{16\Omega}+\frac{3\beta}{8}.$$

The fundamental is $G(1)-G(0)$, where $N^2$ rises from $\frac14$ to $\frac94$. The zero-point energy is $G(0)$. Therefore

$$\nu=\Omega+2x,\qquad 2E=\Omega+\frac{x}{2}+2G_0 .$$

Q: So with $x<0$ the fundamental falls four times as far as twice the zero-point energy. Can I ignore that odd constant $G_0$?

A: For a Morse potential you can. Write it as $V=(\Omega/2s^2)(1-e^{-sq})^2$ and expand:

$$(1-e^{-sq})^2=s^2q^2-s^3q^3+\left(\frac14+\frac13\right)s^4q^4+\cdots$$

Thus $\alpha=-\Omega s/2$ and $\beta=7\Omega s^2/24$. Substitution gives

$$x=\left(-\frac{15}{16}+\frac{7}{16}\right)\Omega s^2=-\frac{\Omega s^2}{2},\qquad G_0=\left(-\frac{7}{64}+\frac{7}{64}\right)\Omega s^2=0,$$

and the ratio of the two lowerings is $2x/(x/2)=4$. Numerical diagonalisation with $\Omega=1$ and $s=0.1$ gives 4.000. Other curves need not have $G_0=0$, and then the ratio is not 4.

Q: Precursors have many modes. Is there an equally simple level formula, and why should it contain no extra linear terms?

A: To the same order, and without resonances, it is

$$G=G_0+\sum_i\Omega_iN_i+\sum_{i\le j}x_{ij}N_iN_j,\qquad N_i=n_i+\tfrac12 .$$

The quartic potential in first order contributes through $q_i^4$, treated above, and through $q_i^2q_j^2$, whose diagonal element is $N_iN_j$. For the cubic potential $V_3$, define an operator $K$ with elements $K_{kn}=(V_3)_{kn}/(E_k-E_n)$. Then $\langle n|KV_3|n\rangle$ is the second-order energy and $\langle n|V_3K|n\rangle$ is its negative, so the energy equals $\frac12\langle n|[K,V_3]|n\rangle$. Each product of three ladder operators in $V_3$ changes the harmonic energy by a fixed amount. Hence $K$ is again a cubic polynomial, with each part divided by its energy change.

Both cubics are symmetrised, and symmetrised cubics are sums of cubes of linear forms. For two linear forms $P$ and $Q$, whose commutator is a number,

$$e^Pe^Q=e^{P+Q}e^{[P,Q]/2}.$$

The terms with $P^3Q^3$ contain powers of $[P,Q]$ from zero to three. Reversing the order changes the sign of $[P,Q]$, so the commutator keeps odd powers: one power leaves a symmetrised quartic, three leave a number. The diagonal part of a symmetrised quartic consists of $N_i^2+\frac14$ and $N_iN_j$. No linear term arises.

At zero total angular momentum the kinetic energy also contains squared vibrational angular momenta. Their diagonal elements are products $N_iN_j$ from $q_i^2p_j^2$, and constants from $q_ip_ip_jq_j$, because $\langle q_ip_i\rangle=i/2$ in every harmonic state. They change $x_{ij}$ and $G_0$, not the form.

Q: And when does that break down?

A: One case is an energy change in a denominator of $K$ that nearly vanishes, as for $\Omega_i\approx2\Omega_j$ or $\Omega_i\approx\Omega_j+\Omega_k$. Another is $\Omega_i\approx\Omega_j$: quartic terms, or cubic terms acting twice, can then mix nearly equal levels, such as the first overtones of the two modes, even though no denominator of $K$ is small. In both cases the nearly equal levels must be diagonalised together. Degenerate modes also need extra terms for their excited levels.

Q: Suppose we are clear of such cases. Does the factor of four survive?

A: In general it changes. Excite mode $i$ from $N_i=\frac12$ to $\frac32$ while every other $N_j$ stays at $\frac12$:

$$\nu_i=\Omega_i+2x_{ii}+\frac12\sum_{j\ne i}x_{ij},\qquad E=G_0+\frac12\sum_i\Omega_i+\frac14\sum_{i\le j}x_{ij}.$$

Put $D=\sum_ix_{ii}$ and $C=\sum_{i<j}x_{ij}$. On summing the fundamentals each pair occurs twice, with coefficient $\frac12$ each time, so

$$\sum_i\nu_i=\sum_i\Omega_i+2D+C,\qquad 2E=\sum_i\Omega_i+\frac12(D+C)+2G_0 .$$

With $G_0$ neglected, the ratio of the two lowerings is

$$R=\frac{2D+C}{\frac12(D+C)}=2+\frac{2D}{D+C}.$$

If $D$ and $C$ have the same sign, $R$ lies between 2, when the coupling terms dominate, and 4, when they are absent. As an example, take two Morse modes with $\Omega_1=1$, $\Omega_2=0.618$ and $s=0.06$ for both, coupled by $-0.002\,q_1^2q_2^2$. Diagonalisation gives a ratio of 3.19. The formula, with the $x_{ij}$ read from the overtone and combination levels, gives 3.17. This example has $G_0=0$ to second order. A cubic coupling does not: with $-0.02\,q_1q_2^2$ in place of the quartic term the formula gives 3.03 and diagonalisation 3.38. The neglect of $G_0$ can therefore matter, and the true ratio need not stay below 4.

Q: If I remove anharmonicity altogether, the two factors must agree.

A: For one mode per molecule, yes. For several modes the grouping still matters. Let $\nu_i=c_i\omega_i$ and let $E_m=\frac12\sum_{i\in m}c_i\omega_i$. Then $\lambda_F$ averages $c_i$ with weights $\omega_i^2$. For the other factor define $W_m=\sum_{j\in m}\omega_j$, so that $z_m=W_m/2$. The factors of $\frac14$ cancel, and since $W_m^2=\sum_{i\in m}\omega_iW_m$,

$$\lambda_Z=\frac{\sum_m\sum_{i\in m}c_i\,\omega_iW_m}{\sum_m\sum_{i\in m}\omega_iW_m}.$$

Within a molecule, a soft mode gains weight relative to its stiffer partners. Let molecule A have modes at 1000 and 3000 cm$^{-1}$ with $c=1.00$ and $0.90$, and molecule B one mode at 2000 cm$^{-1}$ with $c=0.95$. In units of $10^6$ cm$^{-2}$ the weights are $1,9,4$ for fundamentals and $4,12,4$ for zero-point energies:

$$\lambda_F=\frac{1.00+8.10+3.80}{14}=0.921,\qquad \lambda_Z=\frac{4.00+10.80+3.80}{20}=0.930 .$$

Q: Both effects raised $\lambda_Z$ above $\lambda_F$. Is that a theorem?

A: No. Replace every $c_i$ by $1.90-c_i$ in this example, which exchanges 1.00 and 0.90. Each weighted average $\lambda$ becomes $1.90-\lambda$, so the order of the two factors is reversed. Grouping can act either way. Compared with $\lambda_F$, the weight of a mode is multiplied by $W_m/\omega_i$. Grouping therefore raises the factor when, with modes weighted by $\omega_i^2$, those with a large $W_m/\omega_i$ tend to have the larger $c_i$, and lowers it when they tend to have the smaller.

## Second half: computed factors and a silane precursor

The symbols carried over are these: $\omega_i$ is a computed harmonic wavenumber, $\Omega_i$ the harmonic one of the reference potential, $\nu_i$ the reference fundamental, $E_m$ the reference zero-point energy and $z_m=\frac12\sum_{i\in m}\omega_i$. The least-squares factors are $\lambda_F=\sum\omega_i\nu_i/\sum\omega_i^2$ and $\lambda_Z=\sum z_mE_m/\sum z_m^2$. For one mode, to second order in anharmonicity, $\nu=\Omega+2x$ and $2E=\Omega+x/2+2G_0$. For many modes, $R$ is the summed lowering of the fundamentals divided by the lowering of twice the zero-point energy. It lies between 2 and 4 when the diagonal and coupling constants have the same sign and $G_0$ is neglected.

Q: I should like to see anharmonicity by itself, without the grouping effect. Can that be arranged?

A: Use diatomics. Each has one mode, so $z=\omega/2$, and

$$\lambda_Z=\frac{\sum_i(\omega_i/2)E_i}{\sum_i\omega_i^2/4}=\frac{\sum_i\omega_i(2E_i)}{\sum_i\omega_i^2}.$$

Both factors now have the same weights and the same denominator. Subtract $\lambda_F$:

$$\lambda_Z-\lambda_F=\frac{\sum_i\omega_i(2E_i-\nu_i)}{\sum_i\omega_i^2}.$$

In $2E_i-\nu_i$ the reference harmonic value $\Omega_i$ cancels, leaving $x_i/2+2G_{0,i}-2x_i$. Hence, to second order in anharmonicity,

$$\boxed{\lambda_Z-\lambda_F=\frac{\sum_i\omega_i\left(-\frac32x_i+2G_{0,i}\right)}{\sum_i\omega_i^2}}$$

The reference harmonic values have dropped out of the difference. The harmonic error of the inexpensive method still affects the gap, but only through the $\omega_i$ in the weights and the denominator.

Fundamentals and zero-point energies call for different scale factors, and for diatomics the gap between them follows, to second order, from the anharmonic constants and the computed harmonic wavenumbers. It remains to calculate both factors for real molecules, test the gap formula and see what the choice means for silane.
